# The four-valued auxiliary field: derivation and proof of its error order, part 2

We want the error made when the exponential of a squared operator is replaced, in each imaginary-time slice, by an average over a four-valued auxiliary field. Here $A$ is a bounded Hermitian operator, $\|A\|$ the largest absolute value in its spectrum, $g$ a real coupling (so $gA^2$ is an energy) and $\tau>0$ the time step, an inverse energy. Set $X=\tau gA^2$ and $y=\|X\|=\tau|g|\|A\|^2$. The index $l$ takes the values $\pm1,\pm2$, with $\gamma_{\pm1}=1+\sqrt6/3$, $\gamma_{\pm2}=1-\sqrt6/3$, $\eta_{\pm1}=\pm\sqrt{2(3-\sqrt6)}$, $\eta_{\pm2}=\pm\sqrt{2(3+\sqrt6)}$. For one slice,

$$
e^{\tau gA^2}=\frac14\sum_l\gamma_l\,e^{\sqrt{\tau g}\,\eta_lA}+R,
\qquad \|R\|\le\frac{y^4e^y}{105}. \tag{1}
$$

The average is $S(X)=e^X-R(X)$, with $\|S(X)\|\le e^y$, and

$$
\frac{y^4}{105}\le\|R\|=R(y)\le\frac{y^4e^y}{105}\qquad(g>0), \tag{7}
$$

$$
R(X)=\frac{X^4}{105}+\frac{X^5}{225}+O(\tau^6),\qquad
\|R(X)\|\le\frac{y^4e^y}{105}. \tag{8}
$$

For a number $x$, $R(x)=e^x-S(x)=\sum_{k\ge4}d_kx^k$. The field comes from a quadrature rule for the Gaussian weight $e^{-\phi^2/2}/\sqrt{2\pi}$, with points $\phi_l=\eta_l/\sqrt2$ and weights $\gamma_l/4$; its moments equal the Gaussian ones through degree seven.

For many slices, let $H=K-gA^2$ with $K$ Hermitian and the space of states finite-dimensional. The inverse temperature $\beta=L\tau$ is fixed, and $L$ is the number of slices. Define

$$
P=e^{-\tau K/2}e^Xe^{-\tau K/2},\qquad
Q=e^{-\tau K/2}S(X)e^{-\tau K/2},
$$

$Z=\mathrm{Tr}\,e^{-\beta H}$ and $\langle O\rangle=\mathrm{Tr}(Oe^{-\beta H})/Z$. The product $P^L$ contains the error of splitting $H$, called the Trotter error; $Q^L$ contains the field error as well.

The first half began with a number to be explained: in a two-site model, halving the step from 0.025 to 0.0125 (in units of the inverse hopping) reduces the field error in the partition function by a factor of 7.90.

**Theorem 2.** At fixed $\beta$,

$$
\|P^L-Q^L\|\le
\frac{\beta\tau^3g^4\|A\|^8}{105}\,
e^{\beta(\|K\|+|g|\|A\|^2)}, \tag{9}
$$

and the shift of the partition function caused by the field is

$$
\frac{\mathrm{Tr}(Q^L-P^L)}Z=
-\frac{\beta\tau^3g^4}{105}
\left[\langle A^8\rangle-\frac{8\tau g}{15}\langle A^{10}\rangle\right]
+O(\tau^5). \tag{10}
$$

The second statement needs the order of the Trotter error, which follows from a symmetry of $P$.

**Lemma 4.** For fixed $\beta$ and small $\tau$, $P^L=e^{-\beta H}+O(\tau^2)$, and the expansion contains even powers of $\tau$ alone.

*Proof.* Regard $P$ as a function of $\tau$. Reversing the sign of $\tau$ reverses the sign of all three exponents. Since the product is symmetric, $P(-\tau)P(\tau)=1$. For small $\tau$, $P(\tau)$ is close to the identity and its logarithm is given by a convergent power series. Therefore $\ln P(-\tau)=-\ln P(\tau)$, so the logarithm contains odd powers only. Its linear term is $-\tau K+\tau gA^2=-\tau H$. Hence

$$
\ln P(\tau)=-\tau(H+\tau^2E_2+\tau^4E_4+\cdots)
$$

with operators $E_2,E_4,\ldots$ independent of $\tau$. Multiplication by $L=\beta/\tau$ gives

$$
P^L=\exp[-\beta(H+\tau^2E_2+\tau^4E_4+\cdots)],
$$

and expansion of this exponential proves the lemma. $\square$

*Proof of Theorem 2.* Write $D=P-Q=e^{-\tau K/2}R(X)e^{-\tau K/2}$. The identity

$$
P^L-Q^L=\sum_{j=0}^{L-1}P^{L-1-j}DQ^j \tag{11}
$$

holds because each summand equals $P^{L-j}Q^j-P^{L-1-j}Q^{j+1}$, and successive terms cancel. Both $\|P\|$ and $\|Q\|$ are at most $e^{\tau\|K\|+y}$, while (8) gives $\|D\|\le e^{\tau\|K\|}y^4e^y/105$. Each summand in (11) is therefore bounded by

$$
\frac{y^4}{105}e^{L(\tau\|K\|+y)}
=\frac{y^4}{105}e^{\beta(\|K\|+|g|\|A\|^2)}.
$$

There are $L=\beta/\tau$ summands, and $Ly^4=\beta\tau^3g^4\|A\|^8$. This proves (9).

For (10), take the trace of (11). The argument just given also shows that $Q^j-P^j=O(\tau^3)$ for every $j\le L$. Replacing $Q^j$ by $P^j$ changes each summand by $O(\tau^4\tau^3)$, and the sum by $O(\tau^6)$. Since operators may be permuted cyclically in a trace,

$$
\mathrm{Tr}(P^L-Q^L)=L\,\mathrm{Tr}(P^{L-1}D)+O(\tau^6).
$$

Now set $W=e^{-X}R(X)$, so that $R(X)=e^XW$. Inserting $e^{-\tau K/2}e^{\tau K/2}=1$ after $e^X$ gives

$$
D=P\,e^{\tau K/2}We^{-\tau K/2}
=P\left(W+\frac\tau2[K,W]+O(\tau^6)\right).
$$

The remainder is $O(\tau^6)$ because it contains two factors of $\tau$ and $W=O(\tau^4)$. The commutator term does not contribute at the order needed. The operators $K$ and $W$ are Hermitian, so $[K,W]$ is anti-Hermitian and its trace with the Hermitian operator $P^L$ is imaginary. The trace $\mathrm{Tr}(P^{L-1}D)$, by contrast, is real, because $P^{L-1}$ and $D$ are Hermitian. Taking real parts gives

$$
\mathrm{Tr}(P^{L-1}D)=\mathrm{Tr}(P^LW)+O(\tau^6).
$$

By Lemma 4, replacing $P^L$ by $e^{-\beta H}$ also costs $O(\tau^6)$. Finally,

$$
\begin{aligned}
W&=(1-X+\cdots)\left(\frac{X^4}{105}+\frac{X^5}{225}+\cdots\right)\\
&=\frac{X^4}{105}+\left(\frac1{225}-\frac1{105}\right)X^5+O(\tau^6)\\
&=\frac1{105}\left(X^4-\frac8{15}X^5\right)+O(\tau^6).
\end{aligned}
$$

Multiply by $L=\beta/\tau$, insert $X=\tau gA^2$, divide by $Z$, and reverse the sign to obtain (10). $\square$

**Remark (extrapolation to zero step).** At sufficiently small $\tau$ the field error is below a nonzero $\tau^2$ Trotter error, because it carries one more power of $\tau$. It nevertheless affects an extrapolation. The Trotter error has even powers alone, whereas the field adds $\tau^3$. If the quadratic term is removed by combining two step sizes, the leading remainder is in general cubic and comes from the field.

**Remark (several interactions).** For commuting operators $A_i$ with strengths $y_i$, replace the factors $e^{X_i}$ by $S(X_i)$ one at a time. Each factor, old or new, has norm at most $e^{y_i}$. The error of the product is therefore at most $\frac1{105}\left(\sum_iy_i^4\right)\exp\left(\sum_iy_i\right)$, still of fourth order per slice. If the $A_i$ do not commute, splitting their exponentials adds an error that this estimate does not include.

**Remark (reducing the norm).** For a real number $a_0$,

$$
A^2=(A-a_0)^2+2a_0A-a_0^2 .
$$

All terms commute, so the linear and constant parts can be exponentiated separately without error. Choosing $a_0$ midway between the ends of the spectrum minimizes $\|A-a_0\|$. For a spectrum from 0 to 2, this halves the norm and reduces $y^4$ by $2^8=256$.

### A two-site model

Consider two sites, each able to hold one electron of either spin. Let $K$ describe hopping with amplitude $t=1$, which sets the energy unit:

$$
K=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}
+c_{2\sigma}^\dagger c_{1\sigma}\right),\qquad A=n_1-n_2 .
$$

Here $n_i$ is the total electron number on site $i$. We take $g=0.5t$, $\beta=2/t$ and zero chemical potential, and trace over all electron numbers. The interaction $-gA^2$ favours an unequal charge on the two sites. The eigenvalues of $A$ run from $-2$ to $2$, so $\|A\|=2$ and $A^2$ has the eigenvalues 0, 1 and 4.

A simpler field with two equally likely opposite values cannot be exact for both nonzero eigenvalues of $A^2$. Its average is $\cosh(\eta a)$ for an eigenvalue $a$ of $A$. Let $x=\tau g$. Agreement at $a^2=1$ requires $\cosh\eta=e^x$. At $a^2=4$ the average is then $\cosh2\eta=2e^{2x}-1$, and it misses the required value by

$$
e^{4x}-(2e^{2x}-1)=(e^{2x}-1)^2>0 .
$$

At $x=0.05$ the two-valued result is 1.2103 and the target is 1.2214. The discrepancy is of second order in $\tau$.

For the four-valued field at the same step, $\tau=0.1/t$, we have $y=0.1\cdot0.5\cdot4=0.2$. Equation (7) places the norm of the slice error between $1.524\times10^{-5}$ and $1.861\times10^{-5}$. The computed norm is $1.673\times10^{-5}$.

### The error over the full inverse temperature

The partition function without time-step error is $Z=788.36$. The errors below are relative to this value. The Trotter error is $\mathrm{Tr}\,P^L/Z-1$, and the field error is the left side of (10).

| $\tau t$ | Trotter error | Field error |
|---:|---:|---:|
| 0.2 | $1.949\times10^{-2}$ | $-1.352\times10^{-3}$ |
| 0.1 | $4.887\times10^{-3}$ | $-1.833\times10^{-4}$ |
| 0.05 | $1.223\times10^{-3}$ | $-2.401\times10^{-5}$ |
| 0.025 | $3.057\times10^{-4}$ | $-3.078\times10^{-6}$ |
| 0.0125 | $7.644\times10^{-5}$ | $-3.897\times10^{-7}$ |

In the last halving the Trotter error falls by a factor of 4.00 and the field error by 7.90, as expected for second and third order. At the smallest step, the field error is about $0.5\%$ of the Trotter error.

The size of the field error follows from (10). The thermal average is $\langle A^8\rangle=169.84$. At $\tau=0.0125/t$, the leading term is

$$
-\frac{2\,(0.0125)^3(0.5)^4\,169.84}{105}
=-3.949\times10^{-7}.
$$

The computed magnitude is $1.3\%$ smaller. The second term in (10) accounts for this difference. Let $p_1$ and $p_2$ be the thermal probabilities of $A^2=1$ and $A^2=4$. Then $p_1+256p_2=169.84$, with $p_1\ge0$ and $p_1+p_2\le1$. The condition $p_1\ge0$ gives $p_2\le169.84/256<0.664$, and $p_1\le1-p_2$ gives $p_2\ge168.84/255>0.662$, so that $p_1<0.338$. States with two electrons on one site and none on the other thus dominate. It follows that

$$
\frac{\langle A^{10}\rangle}{\langle A^8\rangle}
=\frac{p_1+1024p_2}{p_1+256p_2}
$$

lies between 3.99 and 4. The relative reduction is then $(8/15)(0.0125)(0.5)(4)=0.0133$, or $1.3\%$. At twice the step it is $2.7\%$. The expected ratio of the two errors is therefore

$$
8\,\frac{1-0.0267}{1-0.0133}=7.89,
$$

close to the computed 7.90. This explains the number with which the first half began.

### Summing over the field histories

In a simulation, the field takes one value in each slice. The trace for a given history reduces to a determinant.

**Lemma 5.** For fermion modes $c_i$ and square matrices $C^{(1)},\ldots,C^{(n)}$, let $\hat C^{(r)}=\sum_{ij}c_i^\dagger C^{(r)}_{ij}c_j$. Then

$$
\mathrm{Tr}\left(e^{\hat C^{(n)}}\cdots e^{\hat C^{(1)}}\right)
=\det(1+M),\qquad M=e^{C^{(n)}}\cdots e^{C^{(1)}} .
$$

*Proof.* The anticommutation rules give $[c_i^\dagger c_k,c_j^\dagger]=\delta_{kj}c_i^\dagger$, so $[\hat C,c_j^\dagger]=\sum_ic_i^\dagger C_{ij}$. Repeated commutators build the exponential series:

$$
e^{\hat C}c_j^\dagger e^{-\hat C}=\sum_ic_i^\dagger(e^C)_{ij}.
$$

Each exponential leaves the vacuum unchanged. The whole product therefore transforms every creation operator in a many-electron state by the matrix $M$. Choose an orthonormal set of modes in which $M$ is upper triangular, with diagonal entries $\lambda_i$. The diagonal matrix element for a set $I$ of occupied modes is the determinant of the corresponding triangular block, $\prod_{i\in I}\lambda_i$. The sum over all sets $I$ is $\prod_i(1+\lambda_i)=\det(1+M)$. $\square$

In the model, both spins have the same one-particle matrices. With $s=\sqrt{\tau g}$, a slice with field index $l$ contributes

$$
B_l=e^{-\tau k/2}
\begin{pmatrix}e^{s\eta_l}&0\\0&e^{-s\eta_l}\end{pmatrix}
e^{-\tau k/2},\qquad
k=\begin{pmatrix}0&-t\\-t&0\end{pmatrix}.
$$

The partition function with the discrete field is therefore

$$
\mathrm{Tr}\,Q^L=\sum_{l_1,\ldots,l_L}
\left(\prod_{r=1}^L\frac{\gamma_{l_r}}4\right)
\left[\det(1+B_{l_L}\cdots B_{l_1})\right]^2 .
$$

The determinant is squared because there are two spins. All matrices are real for $g>0$, so no history in this model has a negative weight. For $g<0$ the factors $e^{\pm s\eta_l}$ are complex phases and the matrices are no longer real, but in this model the weights stay nonnegative. Let $\sigma$ be the matrix that exchanges the two sites. It commutes with the real matrix $e^{-\tau k/2}$ and swaps the two phases, so $\sigma B_l^*\sigma=B_l$. The same relation holds for the product, and the determinant therefore equals its complex conjugate. This argument relies on that symmetry of the model.

For four slices, $\tau=0.5/t$, there are $4^4=256$ histories. Their sum is 867.849, in agreement with the trace of $Q^4$ over the many-electron states. With the interaction factor $e^X$ in place of its field average, the result is 881.981. The difference, $-14.13$, is $-1.8\%$ of $Z$, while the Trotter error is $+11.9\%$. At this coarse step $y=1$, and the two errors partly cancel. The agreement between the sum and the trace confirms the determinant formula; it does not make the time step small enough for an accurate partition function.

The numerical check tests the bounds (1) and (9), the moments, the convergence ratios and the sum over histories.

## Table of computed values

```
All numbers dimensionless unless a unit is given
gamma(+-1) = 1.81649658, gamma(+-2) = 0.18350342
weights gamma/4 = 0.45412415, 0.04587585
|eta(+-1)| = 1.04929525, |eta(+-2)| = 3.30136025
|phi(+-1)| = 0.74196378, |phi(+-2)| = 2.33441422
degree, Gaussian moment, four-point moment:
   0     1  1.000000
   2     1  1.000000
   4     3  3.000000
   6    15  15.000000
   8   105  81.000000
  10   945  441.000000
d4 = 0.00952381 = 1/105.0000
d5 = 0.00444444 = 1/225.0000
local order from halving x = 0.001: 4.00034
x, exp(x), field average, error R, bound |x|^4 e^|x|/105:
  -0.20 0.81873075 0.81871687 1.3882e-05 1.8612e-05
   0.05 1.05127110 1.05127104 6.0930e-08 6.2576e-08
   0.10 1.10517092 1.10516992 9.9791e-07 1.0525e-06
   0.20 1.22140276 1.22138603 1.6731e-05 1.8612e-05
   0.40 1.49182470 1.49153069 2.9400e-04 3.6372e-04
   1.00 2.71828183 2.70303961 1.5242e-02 2.5888e-02
   4.00 54.59815003 37.57397127 1.7024e+01 1.3312e+02
Model: t = 1.0 (energy unit), g = 0.5 t, beta = 2.0/t
norm of A = 2.0000, norm of K = 2.0000 t
exact Z = 788.36014453, thermal mean of A^8 = 169.836270
One slice, dtau = 0.1/t: dtau g = 0.0500, y = 0.2000
  operator error = 1.67310e-05
  lower bound = 1.52381e-05, upper bound = 1.86119e-05
Two-valued field at a^2=4: 1.210342, target 1.221403
dtau (1/t), relative Z errors: Trotter, field, field predicted:
  0.2000  1.94862e-02  -1.35182e-03  -1.61749e-03
  0.1000  4.88697e-03  -1.83316e-04  -2.02186e-04
  0.0500  1.22269e-03  -2.40135e-05  -2.52733e-05
  0.0250  3.05730e-04  -3.07775e-06  -3.15916e-06
  0.0125  7.64361e-05  -3.89720e-07  -3.94895e-07
last halving, Trotter error ratio = 3.9998
last halving, field error ratio = 7.8973
Four slices, dtau = 0.5/t, field histories = 256
  Z from determinants = 867.84932878
  Z from Fock-space trace = 867.84932878
  Z with exact interaction factor = 881.98140922
```
